# Why KOH Keeps Pit Corners but Undercuts Mesa Corners in Silicon

A (001) silicon wafer carries a mask with two square figures whose sides run along <110>. One is an opening, the other an island. In potassium hydroxide the opening becomes a pit with sharp corners between sloping {111} walls. Under the island a mesa forms, and its corners are eaten back far beneath the mask. Yet the two walls meeting at either kind of corner have the same pair of orientations. What differs, and how much does each ingredient contribute?

## 1. One equation for both corners

Take $x,y,z$ along <100>, with the mask in the plane $z=0$ and $y$ pointing out of the silicon along the corner diagonal. Silicon fills $y<f(x,z,t)$. With $p=\partial f/\partial x$ and $q=\partial f/\partial z$, the outward normal is $\mathbf n=(-p,1,-q)/\sqrt{1+p^2+q^2}$.

Assume that the etch rate $R(\mathbf n)$, measured along the normal, depends on orientation alone. A facet that recedes by $R\,dt$ along its normal recedes by $R\,dt/n_y$ along $y$, so

$$\frac{\partial f}{\partial t}=-H(p,q),\qquad H=R(\mathbf n)\sqrt{1+p^2+q^2}.$$

The planes needed below have

- {100}, $p=q=0$: $H=A=R_{100}$;
- {110}, $p=0$, $|q|=1$ (or the reverse): $H=B=\sqrt2\,R_{110}$;
- {111}, $|p|=|q|=1$: $H=C=\sqrt3\,R_{111}$.

The small value of $R_{111}$ is an input here; its atomic origin is not derived.

The mask is taken as thin, inert and adherent: it neither speeds nor slows etching at its interface. It can then be replaced by a mirror image of the silicon, since (001) is a mirror plane of the crystal's cubic symmetry. Corners already bounded by {111} walls start as

$$f_0^{\rm pit}=|x|+|z|,\qquad f_0^{\rm mesa}=-|x|+|z|.$$

The whole difference is the sign of $|x|$.

## 2. Contribution of convexity: which planes may appear

Let two facets with normals $\mathbf n_1,\mathbf n_2$ recede as $\mathbf n_i\cdot\mathbf r=-R_it$. Consider an intermediate plane $\mathbf n=a\mathbf n_1+b\mathbf n_2$, with $a,b>0$, starting at their edge. The edge itself satisfies $\mathbf n\cdot\mathbf r=-(aR_1+bR_2)t$, while the new plane sits at $\mathbf n\cdot\mathbf r=-Rt$.

At a convex silicon edge, the silicon lies behind all its bounding planes. The new plane cuts something off if it has receded further than the edge:

$$R>aR_1+bR_2\quad\text{(convex)}.$$

At a concave edge the etched space is the convex body. The new plane shows if it has receded less:

$$R<aR_1+bR_2\quad\text{(concave)}.$$

For $\mathbf n_{1,2}=(\pm1,1,1)/\sqrt3$ and $\mathbf n=(0,1,1)/\sqrt2$, the sum $\mathbf n_1+\mathbf n_2=(0,2,2)/\sqrt3$ gives $a=b=\sqrt3/(2\sqrt2)$. The threshold is therefore

$$R_{110}=2aR_{111}=\sqrt{3/2}\,R_{111}\approx1.22\,R_{111}.$$

"Faster" thus means faster than the old edge's own retreat along the new normal. Convexity alone is not enough. With $R_{110}=0.5$ and $R_{111}=0.8$ µm/min, below threshold, a numerical solution of the front equation kept the convex ridge sharp, retreating at $C=1.386$ µm/min.

## 3. Contribution of slow {111}: the pit corner

A kinked front needs a rule at its kinks. The weak solution used here is the limit of slight rounding, and it obeys a comparison principle: if one silicon body initially contains another, it continues to do so. A trial front stays at or above the true $f$ if it starts there and every smooth front $\phi$ touching it from below satisfies $\phi_t+H\ge0$. It stays at or below if it starts there and every $\phi$ touching from above satisfies $\phi_t+H\le0$.

Try $f=|x|+|z|-Ct$. On its facets $H=C$, so the equation holds. Its kinks can be touched only from below, by slopes $|p|,|q|\le1$, and there

$$\phi_t+H=-C+H(p,q)\ge0$$

if {111} minimises $H$. Under that condition the trial front is the solution, and the pit corner stays sharp. Physically, any silicon fillet left in the corner has a faster orientation and is removed until the walls meet again.

The corner is preserved in shape, not in place: it retreats by $Ct$ along the diagonal. Each wall retreats by $Ct/\sqrt2$ perpendicular to its mask edge.

The condition can fail. With $R_{100}=R_{111}=0.8$ and $R_{110}=1.4$ µm/min, $C=1.386$ exceeds $A=0.8$ µm/min. The computed corner retreated at 0.800 µm/min, the {100} value, instead of $C$: the sharp {111} corner was lost.

## 4. Contribution of the mask: the mesa corner

The mesa corner is convex in plan but, with its mirror image, concave in the vertical section. The two selections compete.

For any $|p|\le1$, $-|x|\le px$, so $f_0\le px+|z|$. Let $m(p)$ be the smallest $H(p,q)$ for $|q|\le1$. The front $px+|z|-m(p)t$ passes the test from below, because $-m+H\ge0$ on its facets and at its kink. Hence

$$f\le px+|z|-m(p)t. \tag{1}$$

Conversely $f_0\ge-|x|+qz$ for $|q|\le1$. Let $M(q)$ be the largest $H(p,q)$ for $|p|\le1$. Then $-|x|+qz-M(q)t$ passes the test from above, because $-M+H\le0$. At $x=z=0$ the retreat speed $v$ of the tip therefore obeys

$$\max_p\min_q H\le v\le\min_q\max_p H. \tag{2}$$

In the lower bound, slow planes win in the section against the mask and fast azimuths win in plan.

To evaluate this, interpolate $H$ linearly between the three planes. With $b=\max(|p|,|q|)$ and $c=\min(|p|,|q|)$,

$$H=A+b(B-A)-c(B-C),\qquad B>A>C.$$

At fixed $|p|=P$, raising $|q|$ from 0 to $P$ raises $c$ and lowers $H$. Beyond $P$ it raises $b$ and $H$. Thus $m=A-P(A-C)$, which is largest at $P=0$, giving $v\ge A=R_{100}$. Within this rate model undercutting is proved, since $A\gg C$ for KOH.

The complete front in this three-rate model is

$$f=\min\left[\max(-At,\ |z|-Bt),\ -|x|+|z|-Ct\right]. \tag{3}$$

**Why $f$ cannot lie above (3).** Equation (1) with $p=\pm1$, where $m=C$, gives the last entry. For the first, start from $f_0\le|z|$. With $p=0$, $H=A+|q|(B-A)$ and $|z|$ evolves into $\max(-At,|z|-Bt)$. Its kinks move at $|dz/dt|=B-A$. A touching slope $q$ gives $\phi_t=-A-|q|(B-A)=-H$, as required.

**Why $f$ cannot lie below (3).** The kinks that can be touched from above are these:

- Where {100} meets {111}, the slopes are $|p|=|q|=s$, with $0\le s\le1$. There $\phi_t=-(1-s)A-sC=-H$.
- Where {110} meets {111}, $|q|=1$ and $|p|=s$. There $\phi_t=-(1-s)B-sC=-H$.
- Where all three meet, the touching slope is that of {111}, so $\phi_t=-C=-H$.
- Where the {100} facet ends at the mask, at $|x|=(A-C)t$ and $z=0$, touching on both sides of the mask plane forces $p=q=0$. There $\phi_t=-A=-H$.

Every case passes, so (3) is the solution and $v=R_{100}$.

The mask's effect can now be isolated. Take ready-made {111} walls that continue far below the mask, and the rates of Section 6. Deep down, the ridge is cut by {110} and retreats along $y$ at $B=1.98$ µm/min. At the mask, a vertical {100} facet holds the tip to $A=0.80$ µm/min. For such deep walls, contact with the mask slows the corner by a factor of about 2.5 but does not save it. The {110} cut begins only at a depth $(B-A)t$, which is 59 µm after 50 min. In the example of Section 6, etched from a flat wafer, the floor is only 40 µm deep, so in this three-rate model the {100} facet reaches the floor and no {110} cut appears.

Starting from ready-made {111} walls is not essential. Replace $|z|$ by $k|z|$ with $k>1$, a shallower wall; large $k$ approaches the flat wafer. This body contains the previous one, so its tip retreats no faster than $A$. For $|q|>1$, $H(0,q)=(|q|-1)A+B>A$, so the lower bound is also still $A$.

## 5. Contribution of a fast high-index plane

Three rates give a blunt corner with a <100> contact line. Now add {411}, at $|p|=|q|=1/4$, where

$$D=R_{411}\sqrt{1+\tfrac1{16}+\tfrac1{16}}=\frac{\sqrt{18}}4R_{411}.$$

$H$ is again linear between neighbouring planes: {411} is joined to {100}, {110} and {111}. At $|p|=1/4$ and $q=0$, $H=(3A+B)/4=1.09$ µm/min for the example's rates. It falls to $D=1.06$ µm/min at $|q|=1/4$ and then rises. Thus $m(1/4)=D$, while $m(1)=C$ as before. Setting $p=\pm1/4,\pm1$ in (1) gives, at the mask,

$$f(x,0,t)\le\min\left(-\frac{|x|}4-Dt,\ -|x|-Ct\right). \tag{4}$$

This bounds the remaining silicon from above. Its new edges have slope $\mp1/4$, which is a <410> direction, and they form a point instead of a flat end.

The upper speed bound in (2) is 1.24 µm/min. The full numerical front gave a tip speed of 1.056 µm/min, 0.5% below the proved lower bound $D$, so the discretisation error is at least that large. Its contact slope was $-0.257$, close to $-1/4$. The numerical front thus lies near (4), though (4) has not been proved to be the exact contour.

## 6. Weighing the contributions

Take round rates in the rough regime of 30 wt% KOH near 75 °C: $R_{100}=0.8$, $R_{110}=1.4$, $R_{111}=0.008$ and $R_{411}=1.0$ µm/min. Etch for 50 min beside a mesa of side 300 µm. The floor drops by $0.8\times50=40$ µm.

**Slow walls.** Here $C=\sqrt3\times0.008=0.0139$ µm/min. The straight walls undercut by $0.0139\times50/\sqrt2=0.49$ µm, and the pit corner retreats by 0.69 µm.

**Convexity with three rates.** The mesa corner retreats by $0.80\times50=40$ µm, about 58 times as far as the pit corner. The truncation line meets a {111} wall at $|x|=(A-C)t$. Measured along that wall from where its ideal corner would be, the lost length is $\sqrt2(A-C)t=55.6$ µm.

**The {411} plane.** The numerical retreat becomes $1.056\times50\approx53$ µm, a third more. In (4) the two lines meet at $|x|=\tfrac43(D-C)t$, so the lost length is $\tfrac43\sqrt2(D-C)t\approx99$ µm. Two corners remove about 197 µm from each side, leaving roughly 100 µm of straight wall. The added plane changes the plan shape more than the tip position.

**Misalignment.** A long straight edge turned by $\delta$ from <110> has $p=\tan(45^\circ-\delta)$. Its perpendicular undercut is $m(p)t/\sqrt{1+p^2}$. For $\delta=0.5^\circ$ this is 1.36 µm, nearly three times the aligned value, yet small beside the mesa loss. The figure depends on the rates interpolated close to {111}: the three-rate model gives 0.98 µm.

**Temperature and supply.** With a rough activation energy of 0.6 eV at 348 K, one kelvin changes a rate by 5.9%, or about 3 µm of the 53 µm retreat. Take two hydroxide ions per silicon atom, 7 mol/L of hydroxide, a diffusivity of $3\times10^{-5}$ cm²/s and a 100 µm boundary layer, all rough. The {100} surface then uses about 1% of the largest diffusive supply, so hydroxide supply is a minor correction for this layer thickness; a 1 mm layer would raise the figure to about 10%. The estimate leaves out the products. Two hydrogen molecules per silicon atom amount to about 4 mm of gas per minute over the etching surface, far more than can leave in dissolved form, so bubbles form. Their local effect on the rates is outside this model.

Set beside real KOH etching, the four input rates are of a reasonable order, but the {111} rate and the planes seen at convex corners vary with concentration, temperature and additives. {411} is one reported family among several. The assumption most exposed is therefore the linear interpolation between a few chosen planes: adding one plane moved the corner from 40 to 53 µm. The interpolation also assigns only 0.85 µm/min to {311} and 0.58 µm/min to {211}, whereas measurements in similar baths put both well above {100}. A real corner can therefore retreat considerably further than 53 µm; the lengths here illustrate the mechanism and are not predictions. A mask designer who adds sacrificial material at convex corners needs corner rates measured in the bath to be used. The pit corner keeps its shape, provided that {111} still minimises $H$ and the edges are well aligned. Its retreat is proportional to $R_{111}$, so it can change by a large fraction from bath to bath, but it stays small in micrometres as long as $R_{111}$ is small.

Most values used here are collected in the numerical output below; the others (59 µm, 0.98 µm, and 1.09, 0.85 and 0.58 µm/min) follow directly from the formulas given.

## Values computed for the example and the checks

```
Rates 100, 110, 111, 411: 0.8, 1.4, 0.008, 1.0 um/min
A, B, C, D: 0.8000, 1.9799, 0.0139, 1.0607 um/min
Edge threshold R110/R111: 1.2247
Actual R110/R111: 175.0
Pit corner speed, numerical: 0.0139 um/min
Pit with R111=0.8: C = 1.386 um/min
  corner speed, numerical: 0.800 um/min
Mesa tip, three rates, numerical: 0.8006 um/min
Mesa ridge below mask, numerical: 1.9799 um/min
Mesa tip from shallow start: 0.8014 um/min
Front error at 1 min, grid 0.02 um: 0.113 um
Front error at 1 min, grid 0.01 um: 0.079 um
Slow-110 ridge (R110=0.5, R111=0.8): 1.386 um/min
  its sharp-ridge prediction: 1.386 um/min
Mesa tip bracket with 411: 1.0607 to 1.2426 um/min
Mesa tip with 411, numerical: 1.0559 um/min
Mask contact slope dy/dx, numerical: -0.2565
411 contour difference at 1 min: 0.047 um
Etch time: 50 min; floor depth: 40.0 um
Mesa side: 300 um
Straight 111 wall undercut: 0.490 um
Pit corner diagonal retreat: 0.693 um
Mesa corner retreat, three rates: 40.0 um
Mesa corner retreat, with 411: 52.8 um
Mesa/pit retreat ratio, three rates: 57.7
Mesa/pit retreat ratio, with 411: 76.2
Mask edge lost per corner, three rates: 55.6 um
Mask edge lost per corner, 411 contour: 98.7 um
Undercut of long edge misaligned 0.5 deg: 1.36 um
Activation energy, temperature: 0.6 eV, 348 K (rough)
Rate change for +1 K: 5.90 percent
OH diffusivity: 3.0e-05 cm2/s (rough)
Boundary layer: 100 um; OH: 7.0 mol/L (rough)
OH use / maximum diffusive supply: 1.05 percent
```
